**Diffusion-controlled high-frequency breakdown between absorbing plates**

The program tests the threshold ν_i − ν_a = D(π/L)², where ν_i and ν_a are the ionization and attachment frequencies, D is the free electron diffusion coefficient and L is the gap. It asserts that a discretized diffusion operator reproduces the lowest loss rates, and that a seed population decays at 0.98 and grows at 1.02 times the predicted breakdown field. Electron motion integrated in time confirms the formulas for the oscillation amplitude a and the heating. With an oscillating drift of a/L = 0.10, the computed loss rates are asserted to lie between D(π/L)² and Dπ²/(L − 2a)². Further assertions cover the mode with a finite extrapolation length at the plates, the lowest gas density that allows breakdown, and the density of minimum field. For a model gas with L = 1 cm, a frequency of 3 GHz and a density of 10²³ m⁻³, the output gives an rms breakdown field of 1.26 × 10⁴ V/m (126 V/cm). The ionization law and the fixed electron temperature of 3 eV are model choices, which the program does not test.

## Verification by program

```python
"""
Diffusion-controlled high-frequency breakdown between absorbing plates.
Result under test: electrons multiply if and only if
    nu_i - nu_a > D (pi/L)^2          (oscillation amplitude a << L)
and, for nu_i = k_i N exp(-beta N / E_eff), the rms breakdown field is
    E_b = sqrt(1 + w^2/nu_m^2) beta N / ln[k_i N / (k_a N + D (pi/L)^2)].
Symbols: L gap, N gas density, D free electron diffusion coefficient,
nu_i, nu_a, nu_m ionization, attachment, momentum-transfer frequencies,
w angular frequency, T electron temperature in eV, E_eff effective field.
SI units, energies in eV. The gas is a model with round parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import eigh_tridiagonal, expm
from scipy.optimize import brentq, minimize_scalar

charge_to_mass = const.e / const.m_e
gap = 0.01
frequency = 3.0e9
omega = 2 * np.pi * frequency
density = 1.0e23
temperature = 3.0
k_m, k_i, k_a = 1.0e-13, 1.0e-14, 1.0e-17
beta = 3.0e-19


def diffusion(N):
    return temperature * charge_to_mass / (k_m * N)


def diffusive_loss(N, L):
    return diffusion(N) * (np.pi / L) ** 2


def breakdown_field(N, L, loss=None):
    if loss is None:
        loss = diffusive_loss(N, L)
    log_term = np.log(k_i * N / (k_a * N + loss))
    return np.sqrt(1 + (omega / (k_m * N)) ** 2) * beta * N / log_term


nu_m = k_m * density
nu_a = k_a * density
D = diffusion(density)
loss = diffusive_loss(density, gap)
E_b = breakdown_field(density, gap)
E_eff = E_b * nu_m / np.hypot(nu_m, omega)

# --- Electron motion integrated in time: heating and amplitude -----------
# q = velocity / (e E_peak / (m w)), phase = w t
ratio = nu_m / omega


def motion(phase, y):
    q = y[0]
    return [-ratio * q - np.cos(phase), q, -np.cos(phase) * q]


start = 40 * np.pi
phases = np.linspace(start, start + 2 * np.pi, 4001)
orbit = solve_ivp(motion, (0, phases[-1]), [0, 0, 0], t_eval=phases,
                  method="DOP853", rtol=1e-10, atol=1e-12)
assert orbit.success
E_peak = np.sqrt(2) * E_b
speed_scale = charge_to_mass * E_peak / omega
amplitude_num = np.ptp(orbit.y[1]) / 2 * speed_scale / omega
work = (orbit.y[2, -1] - orbit.y[2, 0]) / (2 * np.pi)
power_num = work * E_peak * speed_scale
amplitude = charge_to_mass * E_peak / (omega * np.hypot(omega, nu_m))
power = charge_to_mass * E_eff ** 2 / nu_m
assert abs(amplitude_num / amplitude - 1) < 1e-5
assert abs(power_num / power - 1) < 1e-6
field_factor_num = np.sqrt(power_num * nu_m / charge_to_mass) / E_b

# --- Discretized diffusion operator with absorbing plates ----------------
cells = 200
h = gap / cells
main = np.full(cells - 1, 2 / h ** 2)
side = np.full(cells - 2, -1 / h ** 2)
modes = eigh_tridiagonal(main, side, eigvals_only=True)
loss_num = D * modes[0]
assert abs(loss_num / loss - 1) < 1e-4       # grid error about 2e-5
assert abs(D * modes[1] / (4 * loss) - 1) < 3e-4


def net_frequency(E, factor):
    return k_i * density * np.exp(-beta * density / (factor * E)) - nu_a


# Threshold from numerical heating and numerical eigenvalue
E_b_num = brentq(lambda E: net_frequency(E, field_factor_num) - loss_num,
                 0.2 * E_b, 5 * E_b)
assert abs(E_b_num / E_b - 1) < 1e-4

# Population started by one electron at a quarter of the gap
laplacian = -(np.diag(main) + np.diag(side, 1) + np.diag(side, -1))
seed = np.zeros(cells - 1)
seed[cells // 4 - 1] = 1 / h
tau = 1 / loss
seed_weight = 4 / np.pi * np.sin(np.pi / 4)
growth = {}
for scale in (0.98, 1.02):
    net = net_frequency(scale * E_b, field_factor_num)
    generator = D * laplacian + net * np.eye(cells - 1)
    early = expm(generator * 3 * tau) @ seed
    late = expm(generator * tau) @ early
    rate = np.log(late.sum() / early.sum()) / tau
    assert abs(rate - (net - loss)) < 1e-4 * loss
    expected = seed_weight * np.exp((net - loss) * 3 * tau)
    assert abs(early.sum() * h / expected - 1) < 1e-3
    growth[scale] = rate
assert growth[0.98] < 0 < growth[1.02]

# --- Oscillating drift: Floquet loss rate, units L = D = 1 ---------------
test_amplitude = 0.1
points, steps = 160, 600
dx = 1 / points
one = np.eye(points - 1)
up, down = np.eye(points - 1, k=1), np.eye(points - 1, k=-1)
second = (up + down - 2 * one) / dx ** 2
first = (up - down) / (2 * dx)
upper_ratio = 1 / (1 - 2 * test_amplitude) ** 2
floquet = {}
for test_omega in (200.0, 2000.0):
    period = 2 * np.pi / test_omega
    dt = period / steps
    propagator = one.copy()
    for step in range(steps):
        drift = test_amplitude * test_omega * np.cos(
            test_omega * (step + 0.5) * dt)
        half = 0.5 * dt * (second - drift * first)
        propagator = np.linalg.solve(one - half, (one + half) @ propagator)
    multiplier = np.abs(np.linalg.eigvals(propagator)).max()
    floquet[test_omega] = -np.log(multiplier) / period / np.pi ** 2
    assert 1 < floquet[test_omega] < upper_ratio
drift_bound = 1 / (1 - 2 * amplitude / gap) ** 2 - 1

# --- Finite extrapolation length at the plates ---------------------------
mean_speed = np.sqrt(8 * temperature * charge_to_mass / np.pi)
extrapolation = 2 * D / mean_speed
k_wall = brentq(lambda k: k * extrapolation * np.sin(k * gap / 2)
                - np.cos(k * gap / 2), 0.1 / gap, np.pi / gap)
volumes = 1000
hv = gap / volumes
diag = np.full(volumes, 2 / hv ** 2)
diag[[0, -1]] = 1 / hv ** 2 + 1 / (hv * (extrapolation + hv / 2))
wall_mode = eigh_tridiagonal(diag, np.full(volumes - 1, -1 / hv ** 2),
                             eigvals_only=True, select="i",
                             select_range=(0, 0))[0]
assert abs(wall_mode / k_wall ** 2 - 1) < 1e-4
loss_wall = D * k_wall ** 2
E_wall = breakdown_field(density, gap, loss_wall)

# --- Lowest density for breakdown and optimum density --------------------
N_low = np.sqrt(diffusive_loss(1.0, gap) / (k_i - k_a))
for factor, can_grow in ((0.99, False), (1.01, True)):
    N = factor * N_low
    largest_growth = (k_i - k_a) * N - diffusion(N) * modes[0]
    assert (largest_growth > 0) == can_grow


def stationarity(N):
    wall = diffusive_loss(N, gap)
    total = k_a * N + wall
    collisional = (k_m * N) ** 2 / ((k_m * N) ** 2 + omega ** 2)
    return collisional - 2 * wall / total / np.log(k_i * N / total)


N_best = brentq(stationarity, 1.01 * N_low, 1e25, rtol=1e-12)
search = minimize_scalar(lambda s: np.log(breakdown_field(np.exp(s), gap)),
                         bounds=(np.log(1.5 * N_low), np.log(1e25)),
                         method="bounded", options={"xatol": 1e-9})
assert abs(np.exp(search.x) / N_best - 1) < 1e-4

# --- Validity measures ---------------------------------------------------
free_path = np.sqrt(3 * temperature * charge_to_mass) / nu_m
relaxation = power / (1.5 * temperature)
assert free_path < 0.05 * gap and amplitude < 0.01 * gap
assert relaxation < 0.05 * 2 * omega

print(f"gap L = {gap:.3f} m; frequency = {frequency:.2e} Hz")
print(f"angular frequency w = {omega:.4e} 1/s")
print(f"gas density N = {density:.2e} 1/m^3; T = {temperature:.1f} eV")
print(f"k_m = {k_m:.1e}, k_i = {k_i:.1e}, k_a = {k_a:.1e} m^3/s")
print(f"beta = {beta:.1e} V m^2; beta N = {beta * density:.3e} V/m")
print(f"momentum-transfer frequency nu_m = {nu_m:.3e} 1/s")
print(f"ionization prefactor k_i N = {k_i * density:.3e} 1/s")
print(f"attachment frequency nu_a = {nu_a:.3e} 1/s")
print(f"diffusion coefficient D = {D:.3f} m^2/s")
print(f"diffusion length L/pi = {gap / np.pi:.4e} m")
print(f"lowest loss rate, formula = {loss:.5e} 1/s")
print(f"lowest loss rate, grid = {loss_num:.5e} 1/s")
print(f"second loss rate, grid = {D * modes[1]:.5e} 1/s")
print(f"diffusion time 1/loss = {tau:.4e} s")
print(f"required nu_i = {loss + nu_a:.4e} 1/s")
print(f"logarithm in field formula = "
      f"{np.log(k_i * density / (loss + nu_a)):.4f}")
print(f"ratio E_b/E_eff = {E_b / E_eff:.4f}")
print(f"effective field at breakdown = {E_eff:.2f} V/m")
print(f"rms breakdown field, formula = {E_b:.2f} V/m")
print(f"rms breakdown field, numerical = {E_b_num:.2f} V/m")
print(f"rms breakdown field = {E_b / 100:.2f} V/cm")
print(f"peak breakdown field = {E_peak:.2f} V/m")
print(f"growth rate at 0.98 E_b = {growth[0.98]:.4e} 1/s")
print(f"growth rate at 1.02 E_b = {growth[1.02]:.4e} 1/s")
print(f"late weight of seed at L/4 = {seed_weight:.4f}")
print(f"oscillation amplitude, formula = {amplitude:.4e} m")
print(f"oscillation amplitude, integrated = {amplitude_num:.4e} m")
print(f"heating per electron, formula = {power:.4e} eV/s")
print(f"heating per electron, integrated = {power_num:.4e} eV/s")
print(f"energy relaxation rate = {relaxation:.3e} 1/s")
print(f"relaxation rate / (2 w) = {relaxation / (2 * omega):.2e}")
print(f"largest drift increase of loss = {100 * drift_bound:.3f} %")
print(f"drift test: a/L = {test_amplitude:.2f}, "
      f"upper loss ratio = {upper_ratio:.4f}")
for test_omega, value in floquet.items():
    print(f"  w L^2/D = {test_omega:.0f}: loss ratio = {value:.4f}")
print(f"mean free path = {free_path:.3e} m")
print(f"extrapolation length d = {extrapolation:.3e} m")
print(f"loss change from finite d = {100 * (loss_wall / loss - 1):.2f} %")
print(f"field change from finite d = {100 * (E_wall / E_b - 1):.2f} %")
print(f"E_b for doubled gap = {breakdown_field(density, 2 * gap):.2f} V/m")
print(f"lowest density for breakdown = {N_low:.3e} 1/m^3")
for N in (3e22, 1e23, 3e23, 1e24):
    print(f"  N = {N:.0e} 1/m^3: E_b = {breakdown_field(N, gap):.1f} V/m")
print(f"optimum density, stationarity = {N_best:.4e} 1/m^3")
print(f"optimum density, direct search = {np.exp(search.x):.4e} 1/m^3")
print(f"nu_m/w at optimum = {k_m * N_best / omega:.4f}")
print(f"minimum E_b = {breakdown_field(N_best, gap):.2f} V/m")
print("checks complete")
```

It prints:

```
gap L = 0.010 m; frequency = 3.00e+09 Hz
angular frequency w = 1.8850e+10 1/s
gas density N = 1.00e+23 1/m^3; T = 3.0 eV
k_m = 1.0e-13, k_i = 1.0e-14, k_a = 1.0e-17 m^3/s
beta = 3.0e-19 V m^2; beta N = 3.000e+04 V/m
momentum-transfer frequency nu_m = 1.000e+10 1/s
ionization prefactor k_i N = 1.000e+09 1/s
attachment frequency nu_a = 1.000e+06 1/s
diffusion coefficient D = 52.765 m^2/s
diffusion length L/pi = 3.1831e-03 m
lowest loss rate, formula = 5.20766e+06 1/s
lowest loss rate, grid = 5.20755e+06 1/s
second loss rate, grid = 2.08289e+07 1/s
diffusion time 1/loss = 1.9202e-07 s
required nu_i = 6.2077e+06 1/s
logarithm in field formula = 5.0820
ratio E_b/E_eff = 2.1338
effective field at breakdown = 5903.22 V/m
rms breakdown field, formula = 12596.23 V/m
rms breakdown field, numerical = 12596.19 V/m
rms breakdown field = 125.96 V/cm
peak breakdown field = 17813.76 V/m
growth rate at 0.98 E_b = -6.1145e+05 1/s
growth rate at 1.02 E_b = 6.5055e+05 1/s
late weight of seed at L/4 = 0.9003
oscillation amplitude, formula = 7.7898e-06 m
oscillation amplitude, integrated = 7.7898e-06 m
heating per electron, formula = 6.1291e+08 eV/s
heating per electron, integrated = 6.1291e+08 eV/s
energy relaxation rate = 1.362e+08 1/s
relaxation rate / (2 w) = 3.61e-03
largest drift increase of loss = 0.312 %
drift test: a/L = 0.10, upper loss ratio = 1.5625
  w L^2/D = 200: loss ratio = 1.1879
  w L^2/D = 2000: loss ratio = 1.3715
mean free path = 1.258e-04 m
extrapolation length d = 9.104e-05 m
loss change from finite d = -3.54 %
field change from finite d = -0.59 %
E_b for doubled gap = 10538.94 V/m
lowest density for breakdown = 7.220e+21 1/m^3
  N = 3e+22 1/m^3: E_b = 20215.2 V/m
  N = 1e+23 1/m^3: E_b = 12596.2 V/m
  N = 3e+23 1/m^3: E_b = 16476.1 V/m
  N = 1e+24 1/m^3: E_b = 44521.4 V/m
optimum density, stationarity = 1.2056e+23 1/m^3
optimum density, direct search = 1.2056e+23 1/m^3
nu_m/w at optimum = 0.6396
minimum E_b = 12464.36 V/m
checks complete
```
